# Silicide Thickness after Equal Anneals: The Arrhenius Slope Is Half the Energy

A nickel film on silicon has been annealed for 30 minutes at each of five temperatures between 500 and 580 K, and the thickness of the Ni$_2$Si layer has been measured after each anneal. The process now calls for 20 nm of silicide at 450 K, and someone must set the furnace time. That takes an activation energy, and the obvious source is the slope of $\ln(\text{thickness})$ against $1/kT$. If this slope is used as the energy that scales the growth constant down from the middle anneal at 540 K, the answer is 2.8 hours. The correct answer, for the growth law below, is 70 hours.

## A counter-example with a known energy

The claim to be examined is: "the slope of $\ln x$ against $1/kT$, at equal anneal times, is minus the activation energy of diffusion." To refute it, take a layer whose energy is known beforehand and see what the plot returns.

Let the thickness $x$ grow from zero by the parabolic law

$$x^2 = K t,\qquad K = K_0\,e^{-E/kT},$$

where $t$ is the anneal time, $K$ the growth constant and $k$ Boltzmann's constant. The parameters are rough values for Ni$_2$Si growth: $E = 1.5$ eV and $K_0 = 10^{14}$ nm$^2$/s. Here diffusion supplies the whole temperature dependence of $K$, so $E$ is also the diffusion energy. Every anneal lasts $t = 1800$ s. The nickel film is 100 nm thick and can supply roughly 150 nm of silicide, so it is not used up.

At 540 K, for instance, $K = 1.0014$ nm$^2$/s and

$$x = \sqrt{1.0014\times 1800}\ \text{nm} = 42.46\ \text{nm}.$$

The full set is

| $T$ (K) | $1/kT$ (1/eV) | $x$ (nm) | $\ln(x/\text{nm})$ |
|---|---|---|---|
| 500 | 23.209 | 11.69 | 2.4591 |
| 520 | 22.316 | 22.84 | 3.1286 |
| 540 | 21.490 | 42.46 | 3.7485 |
| 560 | 20.722 | 75.50 | 4.3241 |
| 580 | 20.008 | 129.03 | 4.8600 |

The end points give the slope

$$\frac{2.4591-4.8600}{23.209-20.008}\ \text{eV} = \frac{-2.4009}{3.201}\ \text{eV} = -0.750\ \text{eV},$$

and a least-squares line through all five points gives the same value. The points lie on a straight line, so nothing in the plot warns the reader. Yet the energy put in was 1.5 eV. The claim is false.

Now the furnace time. Since $1/kT$ is inversely proportional to $T$, its value at 450 K is $21.490\times 540/450 = 25.788$ eV$^{-1}$, which is 4.298 eV$^{-1}$ above the value at 540 K. Scaling $K$ from 540 K with the correct energy gives

$$t = \frac{x^2}{K} = \frac{20^2}{1.0014\,e^{-1.5\times 4.298}}\ \text{s} \approx 2.52\times10^{5}\ \text{s} = 70\ \text{h}.$$

With 0.75 eV in the exponent the result is 2.79 h, too short by the factor $e^{0.75\times 4.298} \approx 25$. A wafer taken out then would carry $20/\sqrt{25.1} \approx 4.0$ nm of silicide instead of 20 nm. The size of the error depends on the anneal from which $K$ is scaled: the wrong time is about 10 h from 500 K and 0.9 h from 580 K, while the correct energy gives 70 h from any of them.

The plotted line itself is sound. Extended to 450 K, it correctly predicts the thickness after another 1800 s anneal: $42.46\,e^{-0.75\times4.298} = 1.69$ nm. Reaching 20 nm then takes longer by $(20/1.69)^2 = 140$, and 140 half-hours are again 70 h. The error lies in using the slope for thickness as though it were the slope for the growth constant.

## The correct statement

Suppose that one silicide layer grows from zero thickness at constant temperature, that transport through the layer limits its growth, that the diffusion coefficient and the concentration drop across the layer do not change as it thickens, and that the metal is not exhausted. Define the apparent energy by

$$E_\text{app} = -\left(\frac{\partial \ln x}{\partial \beta}\right)_t,\qquad \beta = \frac{1}{kT}.$$

Then $E_\text{app} = E/2$, where $E$ is the activation energy of the growth constant $K$. If the concentration drop and the diffusion paths do not change with temperature either, $E$ is also the activation energy of diffusion.

## Proof

**The growth law.** Let nickel be the moving species. It crosses the silicide and reacts at the silicon side. Let $\Delta c$ be the drop in its concentration across the layer, held fixed by the phases on either side, and $D$ its diffusion coefficient. If the concentration profile inside the layer is steady, the flux is the same at every depth, the profile is a straight line, and Fick's law gives

$$J = \frac{D\,\Delta c}{x}.$$

Each arriving atom creates a volume $\Omega$ of silicide. The volume created per unit area and time is the growth rate:

$$\frac{dx}{dt} = \Omega J = \frac{\Omega D\,\Delta c}{x} = \frac{K}{2x},\qquad K = 2\,\Omega\,\Delta c\,D.$$

The factor 2 is put into $K$ so that it disappears on integration. Multiplying by $2x$ gives $2x\,dx = K\,dt$. At constant temperature $K$ is constant, and integration from $x=0$ at $t=0$ yields $x^2 = Kt$.

**The slope.** Take the logarithm of $x^2 = K_0 t\,e^{-\beta E}$. The left side becomes $2\ln x$, and division by 2 gives

$$\ln x = \tfrac12\ln(K_0t) - \tfrac12 E\beta .$$

At fixed $t$ the first term is a constant, so $E_\text{app} = E/2$. The half is the square root in $x=\sqrt{Kt}$. Physically, a hotter layer conducts atoms better, but it has also become thicker and so stands more in its own way. Thickness therefore responds to temperature less strongly than diffusion does.

**The steady profile.** A growing layer is never quite steady, because some atoms stay behind to fill the new material. To see whether this alters the half, solve the full diffusion equation $\partial c/\partial t = D\,\partial^2c/\partial y^2$ for $0<y<x(t)$, where $c$ is counted from its value at the silicon side. The conditions are $c=\Delta c$ at $y=0$, $c=0$ at $y=x$, and $dx/dt = -\Omega D\,\partial c/\partial y$ at $y=x$. The function

$$c = \Delta c\left[1-\frac{\operatorname{erf}\!\big(y/2\sqrt{Dt}\big)}{\operatorname{erf}\lambda}\right],\qquad x = 2\lambda\sqrt{Dt},$$

solves the equation and meets the first two conditions. Its gradient at $y=x$ is $-\Delta c\,e^{-\lambda^2}/(\operatorname{erf}\lambda\,\sqrt{\pi Dt})$, while $dx/dt=\lambda\sqrt{D/t}$. The third condition then fixes the number $\lambda$:

$$\sqrt{\pi}\,\lambda\,e^{\lambda^2}\operatorname{erf}\lambda = S,\qquad S = \Omega\,\Delta c .$$

If $S$ does not depend on temperature, neither does $\lambda$. Then $x$ is still proportional to $\sqrt{D}$, and the half survives without the steady-flux approximation. What changes is the prefactor. For small $\lambda$, $\operatorname{erf}\lambda \approx (2/\sqrt\pi)(\lambda-\lambda^3/3)$ and $e^{\lambda^2}\approx 1+\lambda^2$, so

$$2\lambda^2\left(1+\tfrac23\lambda^2\right)\approx S .$$

To lowest order $\lambda^2 = S/2$. Inserting this in the bracket gives $2\lambda^2\approx S(1-S/3)$. Since $x^2 = 4\lambda^2Dt$ and $K=2SD$,

$$\frac{x^2}{Kt} = \frac{2\lambda^2}{S}\approx 1-\frac S3 .$$

For $S=0.05$ this is 0.9833. A numerical solution of the moving-boundary problem gives 0.9837 at 500 K, and refining its mesh from 20 to 40 intervals shifts $x^2$ by a relative $3\times10^{-5}$. The thicknesses it gives at 500 and 580 K yield an apparent energy of 0.7500 eV.

## Plots that return the full energy

Two simple changes recover $E$ from parabolic growth. The first is to plot $\ln(x^2/t)$, which equals $\ln K = \ln K_0 - E\beta$. For the five anneals its slope is $-1.5000$ eV.

The second is to compare times to equal thickness. For a chosen thickness $X$, $t = X^2/K$, so

$$\ln t = \ln\frac{X^2}{K_0} + E\beta ,$$

with slope $+E$. For $X=40$ nm the times run from 21060 s at 500 K to 173 s at 580 K, and $\ln(21060/173)/3.201 = 1.50$ eV.

Switching from thickness to growth rate does not help if the anneal times remain equal. Inserting $x=\sqrt{Kt}$ in the rate gives

$$\frac{dx}{dt} = \frac{K}{2x} = \frac12\sqrt{\frac{K}{t}},$$

which again has apparent energy $E/2$. At equal thickness, by contrast, the rate $K/(2X)$ carries the full $E$. What matters is which quantity is held fixed while the temperature changes.

## The general rule

The half belongs to the parabolic law, and a wider statement shows what replaces it. Let

$$\frac{dx}{dt} = K(T)\,g(x),$$

where $g$ is positive and does not depend on temperature, and let the starting thickness $x_0$ be the same in all anneals. Separating the variables and integrating gives

$$\int_{x_0}^{x}\frac{dx'}{g(x')} = K t .$$

The left side increases with $x$, so it can be inverted: $x$ depends on $T$ and $t$ through the product $Kt$ alone. Write $\ln x = f(\ln K+\ln t)$. Then

$$m \equiv \left(\frac{\partial\ln x}{\partial\ln t}\right)_T = f',\qquad E_\text{app} = -f'\,\frac{d\ln K}{d\beta} = mE .$$

The apparent energy is the true one multiplied by the time exponent $m$. In general $m$ depends on $Kt$, so it belongs to a particular temperature and anneal time, and it can be measured there by varying the time slightly. For a pure power law it is the same for all anneals. In the example, doubling the time at 540 K should take the layer from 42.5 to 60.0 nm, a factor $\sqrt2$, which means $m=1/2$.

For $g = a/x^{n-1}$ with constant $a$ and $x_0=0$, integration gives $x^n = naKt$, hence $m=1/n$. Linear growth ($n=1$) shows the full energy, parabolic growth half of it, cubic growth a third. Cubic growth arises if atoms travel along grain boundaries and the grains widen in proportion to the layer thickness. The fraction of the area occupied by boundaries of fixed width then falls as $1/x$, on top of the $1/x$ from the lengthening path. With $E=1.5$ eV the cubic plot has an apparent energy of 0.5000 eV, and doubling it would give 1.0 eV, which is wrong.

## Where the half fails

**A layer present at the start.** If silicide of thickness $x_0$ exists before the anneal, integration gives $x^2 = x_0^2+Kt$. Differentiating with respect to $\beta$ at fixed $t$,

$$2x\frac{\partial x}{\partial\beta} = -EKt = -E\,(x^2-x_0^2),$$

and division by $-2x^2$ gives

$$E_\text{app} = \frac E2\left(1-\frac{x_0^2}{x^2}\right).$$

The coldest anneal suffers most, since it adds the least. With $x_0=5$ nm the layer at 500 K ends at 12.72 nm, and the local apparent energy there is $0.75\,(1-25/161.8) = 0.634$ eV. The line fitted to all five points gives 0.726 eV. If $x_0$ is known, plotting $\ln(x^2-x_0^2)$ restores 1.5 eV.

**A slow reaction at the interface.** Let the reaction consume atoms at a rate $\kappa$ times the excess concentration at the silicon side. The same flux passes through the layer and the reaction, so their resistances add: $J = \Delta c/(x/D+1/\kappa)$. With $R = \Omega\,\Delta c\,\kappa$, the speed that the reaction alone would allow, this becomes

$$\frac{dt}{dx} = \frac{2x}{K}+\frac1R,\qquad \frac{x^2}{K}+\frac xR = t .$$

Let $R$ have activation energy $E_R$. Then $1/K$ and $1/R$ have $\beta$-derivatives $E/K$ and $E_R/R$, and differentiation at fixed $t$ gives

$$\left(\frac{2x}{K}+\frac1R\right)\frac{\partial x}{\partial\beta}+\frac{Ex^2}{K}+\frac{E_Rx}{R}=0 .$$

Solving for $-(1/x)\,\partial x/\partial\beta$ and multiplying numerator and denominator by $K$,

$$E_\text{app} = \frac{xE+AE_R}{2x+A},\qquad A=\frac KR .$$

For $x\gg A$ this is $E/2$. For $x\ll A$ it is the full $E_R$: thin layers are limited by the reaction, and their slope must not be doubled. With $E_R=1.2$ eV, doubling would report 2.4 eV.

For an intermediate case choose $A=10$ nm at 540 K. The layer there reaches 37.75 nm, and $E_\text{app} = (37.75\times1.5+10\times1.2)/85.5 = 0.803$ eV. The measured exponent would be $m=0.5585$, and $mE = 0.838$ eV does not match, because two different energies are at work and the general rule no longer applies.

**A fixed difference in chemical potential.** If the atoms are driven by a difference in chemical potential $\Delta\mu$ that is the same at all temperatures, their drift speed is $(D/kT)(\Delta\mu/x)$, and $K$ is proportional to $\beta e^{-\beta E}$, where $E$ is now the diffusion energy. Then $-d\ln K/d\beta = E-1/\beta = E-kT$, and

$$E_\text{app} = \tfrac12(E-kT).$$

At 540 K, $kT = 0.0465$ eV, so the apparent energy falls by about 0.023 eV to 0.727 eV.

## Beside real nickel silicide

Ni$_2$Si growing under a nickel film on silicon at roughly 500 to 600 K is a standard case of diffusion-limited growth with nickel as the moving species. An energy near 1.5 eV and thicknesses of tens of nanometres to about 100 nm are typical in rough terms. Contacts in devices often start from about 10 nm of nickel or less, which breaks the assumption of an unexhausted film. At roughly 1.5 nm of silicide per nanometre of nickel, a 10 nm film stops near 15 nm, and of the five anneals the one at 500 K alone would stay below that limit. With 40 nm of nickel the model layer stops at 60 nm, the two hottest points are flattened, and the fitted apparent energy drops from 0.750 to 0.536 eV. Those points must be left out of the fit. The model also ignores that NiSi can grow at the expense of Ni$_2$Si once the nickel is gone.

Grain structure matters next. If nickel moves along grain boundaries of fixed width, $K$ is inversely proportional to the grain width. Suppose the grains are twice as wide at 580 K as at 500 K, an assumed change, with the width rising linearly in temperature in between. The fitted apparent energy becomes 0.642 eV, and twice that is 1.28 eV. Doubling has then correctly given the energy of $K$, but this lies about 0.2 eV below the 1.5 eV of boundary diffusion itself. Heating and cooling at 1 K/s matter far less: they act like 36 s of extra annealing at 580 K and change the apparent energy of the equal-time plot by less than 0.001 eV. These values, listed in the numerical output, hold for the chosen parameters, with one effect switched on at a time. Ramps weigh more when anneals are short: the hold needed for 40 nm at 580 K falls from 173 s to about 137 s, which raises the energy from times to equal thickness by about 0.07 eV unless the ramp time is added back.

For the furnace decision, the data should therefore include several times at both the lowest and the highest temperature, as well as several temperatures at one time. In the example the 100 nm film lasts only $150^2/9.25 \approx 2400$ s at 580 K, so the times there must be short and corrected for the ramps. One temperature is not enough: a slow interface reaction with a high activation energy can go unnoticed at 580 K and still limit the growth at 500 K. If $x^2$ against $t$ is a straight line through the origin at both ends of the range, and none of the anneals in the fit has used up its nickel, the slope of $\ln x$ at equal times is to be doubled before it is used to scale $K$. Going on to 450 K also assumes that the same growth law and the same energy hold below the measured range, so a trial anneal at 450 K should confirm the furnace time.

## Numbers as computed

```
Inputs: E = 1.50 eV, K0 = 1.0e+14 nm^2/s, t = 1800 s
Ni film 100 nm, can supply 150 nm silicide (rough)
T (K) | 1/kT (1/eV) | K (nm^2/s) | x (nm) | ln(x/nm)
500 | 23.209 | 0.0760 | 11.69 | 2.4591
520 | 22.316 | 0.2899 | 22.84 | 3.1286
540 | 21.490 | 1.0014 | 42.46 | 3.7485
560 | 20.722 | 3.1666 | 75.50 | 4.3241
580 | 20.008 | 9.2489 | 129.03 | 4.8600
Energy from ln x, equal times: 0.7500 eV
Energy from ln(x^2/t): 1.5000 eV
Energy from growth rate at equal time: 0.7500 eV
Times to reach 40 nm (s): 21060, 5520, 1598, 505, 173
Energy from time to equal thickness: 1.5000 eV
Time for 20 nm at 450 K, correct energy: 70.0 h
Same, uncorrected slope used as energy: 2.79 h
Ratio of the two times: 25.1
Thickness really grown in the shorter time: 3.99 nm
Moving boundary, S = 0.05: x^2/(K t) = 0.9837
Small-S estimate 1 - S/3 = 0.9833
Relative shift of x^2, 20 to 40 cells: 2.9e-05
Moving boundary, energy from ln x: 0.7500 eV
Time exponent m: parabolic 0.5000, cubic 0.3333
Cubic growth, energy from ln x: 0.5000 eV
Initial layer 5 nm: x at 500 K = 12.72 nm
  fitted energy 0.7260 eV; local at 500 K 0.6341 eV, m = 0.4227
  energy from ln(x^2 - x0^2): 1.5000 eV
Interface reaction: E_R = 1.20 eV, K/R = 10 nm at 540 K
  reaction alone, energy from ln x: 1.2000 eV
  in series: x = 37.75 nm at 540 K, fitted energy 0.8094 eV
  in series, local at 540 K: 0.8026 eV, m = 0.5585, m*E = 0.8377 eV
Driving force as 1/kT: kT = 0.0465 eV at 540 K, fitted 0.7268 eV
Grain width doubled over the range: fitted 0.6420 eV, twice 1.2840 eV
Ni film 40 nm (silicide stops at 60 nm): fitted 0.5362 eV
Ramps of 1 K/s: added time at 580 K 36.3 s, fitted 0.7508 eV
```
